# Why spurious self-repulsion suppresses polarons in approximate density functionals: test program

```python
"""
Result under test: one electron on an adiabatic Holstein dimer localizes when
Ep > t + U/2 if a functional adds the spurious energy (U/2)*(n1^2 + n2^2).
t: hopping; g: site coupling; K: spring constant; Ep = g^2/(2K);
n1, n2: occupations; m = n1 - n2; A = Ep - U/2; V: spurious intersite
repulsion; C: strength of a correction (C/2)*sum(n - n^2).
Energies are in eV and displacements in angstrom unless a label says otherwise.
"""
import numpy as np
from scipy import constants
from scipy.optimize import minimize, minimize_scalar, brentq
from pyscf import gto, dft

t, K, g = 0.10, 30.0, 6.0
U, phonon, disorder, temperature = 1.1, 0.08, 0.10, 300.0
Ep = g**2 / (2 * K)
kT = constants.k * temperature / constants.e
hartree = constants.physical_constants["Hartree energy in eV"][0]


def dimer_energy(variables, ep, u=0.0, v=0.0, c=0.0, tilt=0.0, hop=t):
    """Total energy from amplitudes (cos, sin) and two lattice displacements."""
    angle, x1, x2 = variables
    a1, a2 = np.cos(angle), np.sin(angle)
    n1, n2 = a1**2, a2**2
    coupling = np.sqrt(2 * K * ep)
    return (-2 * hop * a1 * a2 - coupling * (x1 * n1 + x2 * n2)
            + 0.5 * K * (x1**2 + x2**2) + 0.5 * u * (n1**2 + n2**2)
            + v * n1 * n2 + 0.5 * c * (n1 - n1**2 + n2 - n2**2)
            - 0.5 * tilt * (n1 - n2))


def minimum(ep, **terms):
    """Joint minimum, started from a nearly localized state."""
    shift = np.sqrt(2 * K * ep) / K
    start = [0.2, shift * np.cos(0.2)**2, shift * np.sin(0.2)**2]
    res = minimize(lambda z: dimer_energy(z, ep, **terms), start,
                   method="BFGS", jac="3-point", options={"gtol": 1e-8})
    return res.fun, abs(np.cos(2 * res.x[0])), abs(res.x[1] - res.x[2])


def symmetric_point(ep):
    shift = np.sqrt(2 * K * ep) / K
    return np.array([np.pi / 4, shift / 2, shift / 2])


def lowest_curvature(ep, **terms):
    """Smallest Hessian eigenvalue at the symmetric state, finite differences."""
    z0, h = symmetric_point(ep), 1e-3
    steps = h * np.eye(3)
    hess = np.zeros((3, 3))
    for i in range(3):
        for j in range(3):
            hess[i, j] = sum(
                si * sj * dimer_energy(z0 + si * steps[i] + sj * steps[j],
                                       ep, **terms)
                for si in (1, -1) for sj in (1, -1)) / (4 * h * h)
    return np.linalg.eigvalsh(hess)[0]


def threshold(**terms):
    return brentq(lambda ep: lowest_curvature(ep, **terms), 0.01, 2.0)


# Thresholds from stability analysis, and absence of an earlier jump.
threshold_exact = threshold()
threshold_u = threshold(u=U)
V = 0.3
threshold_uv = threshold(u=U, v=V)
assert abs(threshold_exact - t) < 2e-4
assert abs(threshold_u - (t + U / 2)) < 2e-4
assert abs(threshold_uv - (t + (U - V) / 2)) < 2e-4
for u_test in (0.0, 0.4, U):
    a_below, a_above = 0.95 * t, 1.05 * t
    assert minimum(a_below + u_test / 2, u=u_test)[1] < 0.01
    assert minimum(a_above + u_test / 2, u=u_test)[1] > 0.25


# Occupation difference and energy gain against direct minimization.
def compare_with_formula(u):
    energy, m, dx = minimum(Ep, u=u)
    gain = dimer_energy(symmetric_point(Ep), Ep, u=u) - energy
    a = Ep - u / 2
    m_formula = np.sqrt(1 - (t / a)**2) if a > t else 0.0
    gain_formula = (a - t)**2 / (2 * a) if a > t else 0.0
    assert abs(m - m_formula) < 1e-3
    assert abs(gain - gain_formula) < 1e-6
    return m, gain, dx


m_exact, gain_exact, dx_exact = compare_with_formula(0.0)
m_u, gain_u, dx_u = compare_with_formula(U)
m_part, gain_part, dx_part = compare_with_formula(0.75 * U)

# Correction term: full removal restores the polaron, excess invents one.
m_corrected = minimum(Ep, u=U, c=U)[1]
assert abs(m_corrected - m_exact) < 1e-3
ep_weak, excess = 0.08, 0.10
m_weak_true = minimum(ep_weak)[1]
m_weak_false = minimum(ep_weak, u=U, c=U + excess)[1]
assert m_weak_true < 0.01 and m_weak_false > 0.5


# Electron response to an imposed lattice distortion d.
def electron_at_fixed_lattice(d, u):
    x1, x2 = 0.5 * g / K * (1 + d), 0.5 * g / K * (1 - d)
    res = minimize_scalar(lambda q: dimer_energy([q, x1, x2], Ep, u=u),
                          bounds=(0, np.pi / 2), method="bounded",
                          options={"xatol": 1e-11})
    return res.fun, np.cos(2 * res.x)


def loop_gain(u):
    d = 2e-3
    return (electron_at_fixed_lattice(d, u)[1]
            - electron_at_fixed_lattice(-d, u)[1]) / (2 * d)


gain0, gainU = loop_gain(0.0), loop_gain(U)
assert abs(gain0 - Ep / t) < 5e-3
assert abs(gainU - Ep / (t + U / 2)) < 1e-3
h = 0.02
curvature = (electron_at_fixed_lattice(h, U)[0]
             + electron_at_fixed_lattice(-h, U)[0]
             - 2 * electron_at_fixed_lattice(0, U)[0]) / h**2
assert abs(curvature - Ep * (1 - Ep / (t + U / 2))) < 2e-4
soft_mode = phonon * np.sqrt(curvature / Ep)


# Quantum lattice: relative vibration of the dimer, exact diagonalization.
# Energies are counted from the zero-point energy of the undistorted lattice.
def quantum_dimer(tilt, size=70):
    lower = np.diag(np.sqrt(np.arange(1, size)), 1)
    sx, sz = np.array([[0, 1], [1, 0]]), np.diag([1, -1])
    strength = np.sqrt(Ep * phonon / 2)
    ham = (np.kron(np.eye(2), phonon * np.diag(np.arange(size)))
           - t * np.kron(sx, np.eye(size))
           - strength * np.kron(sz, lower + lower.T)
           - 0.5 * tilt * np.kron(sz, np.eye(size)))
    values, vectors = np.linalg.eigh(ham)
    ground = vectors[:, 0]
    m = np.sum(ground[:size]**2) - np.sum(ground[size:]**2)
    return values, m


levels, m_quantum = quantum_dimer(0.0)
splitting = levels[1] - levels[0]
m_quantum_tilt = quantum_dimer(disorder)[1]
assert abs(levels[0] - quantum_dimer(0.0, 50)[0][0]) < 1e-8
# The separate uniform vibration relaxes by Ep/2. The margin allows for the
# changed zero-point energy in the well and for non-adiabatic shifts.
quantum_shift = levels[0] - Ep / 2 - minimum(Ep)[0]
assert abs(quantum_shift) < 2e-3
assert abs(m_quantum) < 1e-6 and m_quantum_tilt > 0.9
assert splitting < kT / 5

# Site disorder in the classical-lattice dimer.
m_tilt_exact = minimum(Ep, tilt=disorder)[1]
m_tilt_u = minimum(Ep, u=U, tilt=disorder)[1]
assert m_tilt_exact > m_tilt_u > 0.1

# Periodic cubic cluster with independent electron and lattice variables.
side = 5
sites = side**3
index = np.arange(sites).reshape(side, side, side)
neighbours = np.zeros((sites, sites))
for axis in range(3):
    for step in (1, -1):
        neighbours[index.ravel(), np.roll(index, step, axis).ravel()] = 1


def cluster_energy(z, ep, u):
    raw, lattice = z[:sites], z[sites:]
    norm = np.linalg.norm(raw)
    psi = raw / norm
    n = psi**2
    hopped = neighbours @ psi
    energy = (-t * psi @ hopped + ep * np.sum(lattice**2)
              - 2 * ep * lattice @ n + 0.5 * u * np.sum(n**2))
    slope = -2 * t * hopped - 4 * ep * lattice * psi + 2 * u * n * psi
    slope = (slope - psi * (psi @ slope)) / norm
    return energy, np.concatenate([slope, 2 * ep * (lattice - n)])


def cluster_localizes(ep, u):
    psi = 0.1 * neighbours[0]
    psi[0] = 1.0
    psi /= np.linalg.norm(psi)
    res = minimize(cluster_energy, np.concatenate([psi, psi**2]),
                   args=(ep, u), jac=True, method="L-BFGS-B",
                   options={"maxiter": 1500, "ftol": 1e-13, "gtol": 1e-7})
    flat = np.concatenate([np.full(sites, sites**-0.5),
                           np.full(sites, 1 / sites)])
    return res.fun < cluster_energy(flat, ep, u)[0] - 1e-5


def cluster_threshold(u):
    low, high = 0.3, 1.6
    assert cluster_localizes(high, u) and not cluster_localizes(low, u)
    for _ in range(14):
        middle = 0.5 * (low + high)
        if cluster_localizes(middle, u):
            high = middle
        else:
            low = middle
    return 0.5 * (low + high)


cubic0, cubicU = cluster_threshold(0.0), cluster_threshold(U)
assert abs(cubicU - cubic0 - U / 2) < 2e-3
strong_binding = brentq(lambda a: a * (1 - 1 / sites) + 3 * t**2 / a - 6 * t,
                        3 * t, 10 * t)
assert abs(cubic0 / strong_binding - 1) < 0.03
residual_cubic = 2 * (Ep - cubic0)


# Hydrogen atom with fractional occupation of its one spin orbital.
def hydrogen_energy(functional, occupation):
    mol = gto.M(atom="H 0 0 0", basis="aug-cc-pvtz", spin=1, verbose=0)
    mf = dft.UKS(mol)
    mf.xc = functional
    mf.conv_tol = 1e-10

    def fractional_occupation(mo_energy=None, mo_coeff=None):
        occ = np.zeros_like(np.asarray(mo_energy))
        occ[0, np.argmin(mo_energy[0])] = occupation
        return occ

    mf.get_occ = fractional_occupation
    energy = mf.kernel()
    assert mf.converged
    return energy * hartree


atom_u, atom_half = {}, {}
for label, functional in (("LDA", "lda,vwn"), ("PBE", "pbe,pbe"),
                          ("PBE0", "pbe0"), ("HF", "hf")):
    whole = hydrogen_energy(functional, 1.0)
    atom_half[label] = hydrogen_energy(functional, 0.5) - 0.5 * whole
    atom_u[label] = -8 * atom_half[label]
    if label == "PBE":
        quarter = hydrogen_energy(functional, 0.25) - 0.25 * whole
        shape_ratio = quarter / atom_half[label]
assert atom_u["LDA"] > 1 and atom_u["PBE"] > 1
assert abs(atom_u["HF"]) < 1e-3
assert abs(atom_u["PBE0"] / atom_u["PBE"] - 0.75) < 0.08
assert 0.5 < shape_ratio < 0.95


def tidy(value, digits=3):
    """Round for printing and remove the sign of a rounded zero."""
    return f"{round(float(value), digits) + 0.0:.{digits}f}"


print(f"hopping t = {t:.2f} eV; spring K = {K:.0f} eV/A^2; g = {g:.0f} eV/A")
print(f"relaxation energy Ep = {Ep:.3f} eV; spurious U = {U:.2f} eV")
print(f"phonon quantum = {1000*phonon:.0f} meV; disorder = {disorder:.2f} eV")
print(f"kT at {temperature:.0f} K = {1000*kT:.1f} meV")
print(f"threshold Ep, U=0: {threshold_exact:.4f} eV")
print(f"threshold Ep, with U: {threshold_u:.4f} eV")
print(f"threshold Ep, with U and V={V:.1f} eV: {threshold_uv:.4f} eV")
print(f"largest U allowing a dimer polaron = {2*(Ep-t):.3f} eV")
for name, u, m, gain, dx in (
        ("U=0", 0.0, m_exact, gain_exact, dx_exact),
        ("full U", U, m_u, gain_u, dx_u),
        ("0.75 U", 0.75 * U, m_part, gain_part, dx_part)):
    print(f"{name}: A = {Ep-u/2:.4f} eV; |m| = {m:.3f}")
    print(f"{name}: gain = {tidy(1000*gain, 1)} meV; |x1-x2| = {dx:.3f} A")
print(f"|m| after full correction C=U: {m_corrected:.3f}")
print(f"weak coupling Ep = {ep_weak:.2f} eV, true |m| = {m_weak_true:.3f}")
print(f"same, overcorrected by {excess:.2f} eV: |m| = {m_weak_false:.3f}")
print(f"loop gain, U=0: {gain0:.3f}; with U: {gainU:.3f}")
print(f"lattice curvature with U = {curvature:.4f} eV (per d^2)")
print(f"softened phonon with U = {1000*soft_mode:.1f} meV")
print(f"quantum minus classical ground energy = {1000*quantum_shift:.2f} meV")
print(f"quantum tunnelling splitting, U=0: {1000*splitting:.3f} meV")
print(f"quantum |m|, no disorder: {abs(m_quantum):.3f}")
print(f"quantum |m|, with disorder: {m_quantum_tilt:.3f}")
print(f"classical |m| with disorder, U=0: {m_tilt_exact:.3f}")
print(f"classical |m| with disorder, full U: {m_tilt_u:.3f}")
print(f"cubic cluster: {sites} sites")
print(f"cubic threshold Ep, U=0: {cubic0:.3f} eV")
print(f"cubic threshold Ep, with U: {cubicU:.3f} eV")
print(f"cubic strong-binding estimate, U=0: {strong_binding:.3f} eV")
print(f"largest U allowing a cubic polaron = {residual_cubic:.3f} eV")
for label in atom_u:
    print(f"H atom {label}: E(1/2)-E(1)/2 = {tidy(atom_half[label])} eV; "
          f"U_eff = {tidy(atom_u[label])} eV")
print(f"H atom PBE0/PBE ratio of U_eff = {atom_u['PBE0']/atom_u['PBE']:.3f}")
print(f"H atom PBE deviation ratio f=1/4 to f=1/2 = {shape_ratio:.3f}")
print("success")
```

Printed output:

```
hopping t = 0.10 eV; spring K = 30 eV/A^2; g = 6 eV/A
relaxation energy Ep = 0.600 eV; spurious U = 1.10 eV
phonon quantum = 80 meV; disorder = 0.10 eV
kT at 300 K = 25.9 meV
threshold Ep, U=0: 0.1000 eV
threshold Ep, with U: 0.6500 eV
threshold Ep, with U and V=0.3 eV: 0.5000 eV
largest U allowing a dimer polaron = 1.000 eV
U=0: A = 0.6000 eV; |m| = 0.986
U=0: gain = 208.3 meV; |x1-x2| = 0.197 A
full U: A = 0.0500 eV; |m| = 0.000
full U: gain = 0.0 meV; |x1-x2| = 0.000 A
0.75 U: A = 0.1875 eV; |m| = 0.846
0.75 U: gain = 20.4 meV; |x1-x2| = 0.169 A
|m| after full correction C=U: 0.986
weak coupling Ep = 0.08 eV, true |m| = 0.000
same, overcorrected by 0.10 eV: |m| = 0.639
loop gain, U=0: 6.000; with U: 0.923
lattice curvature with U = 0.0462 eV (per d^2)
softened phonon with U = 22.2 meV
quantum minus classical ground energy = -0.74 meV
quantum tunnelling splitting, U=0: 0.153 meV
quantum |m|, no disorder: 0.000
quantum |m|, with disorder: 0.985
classical |m| with disorder, U=0: 0.988
classical |m| with disorder, full U: 0.632
cubic cluster: 125 sites
cubic threshold Ep, U=0: 0.546 eV
cubic threshold Ep, with U: 1.096 eV
cubic strong-binding estimate, U=0: 0.550 eV
largest U allowing a cubic polaron = 0.109 eV
H atom LDA: E(1/2)-E(1)/2 = -1.360 eV; U_eff = 10.879 eV
H atom PBE: E(1/2)-E(1)/2 = -1.447 eV; U_eff = 11.578 eV
H atom PBE0: E(1/2)-E(1)/2 = -1.068 eV; U_eff = 8.544 eV
H atom HF: E(1/2)-E(1)/2 = 0.000 eV; U_eff = 0.000 eV
H atom PBE0/PBE ratio of U_eff = 0.738
H atom PBE deviation ratio f=1/4 to f=1/2 = 0.685
success
```
